Reduced Chi-Squared Near One Does Not Prove a Film Model

**The argument under comment**

A transparent film of refractive index 1.5 lies on a substrate of index 3.5. Its reflectance at normal incidence is measured at 201 wavelengths from 400 to 800 nm, with independent Gaussian noise of known standard deviation s = 0.001 in absolute reflectance. The analysis assumes a thin interlayer of index 2.0 between film and substrate and fits two thicknesses. It then argues:

"The fit gives a film of 497.62 nm on an interlayer of 6.52 nm. Reduced chi-squared is 0.87, less than two standard deviations from one, the expected standard deviation being 0.10. Without the interlayer it is about 7, so the test can tell a bad model from a good one. The two-layer model is therefore correct, and the film thickness is known to its quoted standard deviation, 0.08 nm."

The fit and its chi-squared are in order. The two conclusions do not follow. To judge them one must ask which errors of a model chi-squared can see, and whether this model can make an error of the other kind.

**What the minimum of chi-squared measures**

Let fᵢ be the noise-free reflectances and gᵢ(θ) those of the fitted model, which has p parameters θ. The data are fᵢ + s zᵢ, where the zᵢ are independent standard normal numbers. Let θ* be the parameters that fit the noise-free data best, and define

r = [f − g(θ*)]/s,  J = (1/s) ∂g/∂θ at θ*,  λ = |r|².

Because θ* is a minimum, Jᵀr = 0. For small noise the model may be linearized about θ*. With x = θ − θ*, the weighted residual is r + z − Jx. Setting the derivative of its square to zero gives

JᵀJ x = Jᵀ(r + z) = Jᵀz,  so x = (JᵀJ)⁻¹Jᵀz.

The fitted parameters scatter about θ* with covariance C = (JᵀJ)⁻¹. Nothing in C measures the distance from θ* to the truth.

Let Q = 1 − J(JᵀJ)⁻¹Jᵀ project onto the directions that the parameters cannot imitate. There are ν = N − p of them, and Qr = r. The residual at the minimum is r + Qz. Choose orthonormal axes in this space, the first along r, and call the noise components along them z₁, …, z_ν. Then

χ²_min = (√λ + z₁)² + z₂² + … + z_ν².

The first term is λ + 2√λ z₁ + z₁². Its mean is λ + 1 and its variance is 4λ + 2, since z₁ and z₁² are uncorrelated. Each other term has mean 1 and variance 2. Hence

mean of χ²_min/ν = 1 + λ/ν,
standard deviation of χ²_min/ν = √[2(ν + 2λ)]/ν.

These results neglect the curvature of the model, including its product with r. Within that regime, chi-squared responds to a wrong model through λ alone, the misfit left after the parameters have done their best.

The rest of the misfit does not vanish; it moves the parameters. Suppose a fixed constant of the model is slightly wrong, and let δ be the weighted misfit at the true values of the fitted parameters. With J now taken there, the noise-free fit minimizes |δ − Jb|² over the shift b:

b = (JᵀJ)⁻¹Jᵀδ.

The remainder δ − Jb is perpendicular to Jb, so

|δ|² = λ + bᵀJᵀJ b.

The last term is the absorbed misfit. It is also the squared bias measured in the covariance that the fit reports. A small λ sets no limit on it.

**Why this film can hide a wrong interlayer**

Use Gaussian units, the time factor exp(−iωt), k = 2π/wavelength, and z pointing into the sample. The layers are lossless, nonmagnetic and nondispersive, and the substrate is so thick that nothing returns from its far side. For E along x and H along y, Maxwell's equations give

E′ = ikH,  H′ = ikεE.

The admittance Y = H/E is continuous at every interface, because E and H are. It obeys

Y′ = H′/E − HE′/E² = ik(ε − Y²).

In the substrate there is only a wave going inward, for which Y = n_s. In the ambient, of index n₀, the incident and reflected waves give Y = n₀(1 − r₀)/(1 + r₀) at the surface, where r₀ is the reflection amplitude. Solving for r₀,

R = |r₀|² = |(n₀ − Y)/(n₀ + Y)|².

The reflectance thus depends on the sample through the surface value of Y.

Let ε_f, ε_i and ε_s be the permittivities of film, interlayer and substrate, D the film thickness and t the interlayer thickness. Define

Δ = ε_s − ε_f,  a = (ε_s − ε_i)/Δ.

An interlayer identical to the film has a = 1; one identical to the substrate has a = 0. Let u be the distance upward from the substrate. Since u runs against z,

dY/du = −ik(ε_i − Y²).

At u = 0, where Y² = ε_s, this equals ikΔa. One more differentiation gives

d²Y/du² = 2ikY dY/du = 2ik n_s · ikΔa = −2k²n_sΔa.

The Taylor series at the top of the interlayer is therefore

Y(t) = n_s + ikΔat − k²n_sΔat² + O(k³t³).

Compare this with a piece of film material of thickness at. Replacing a by 1 and t by at gives

n_s + ikΔat − k²n_sΔa²t² + O(k³t³).

The first-order terms agree. To this order the interlayer is merely some extra film. The second-order terms differ by

−k²n_sΔM,  M = a(1 − a)t².

This difference can be assigned to the substrate, because carrying it through the extra film of thickness at alters it only at third order. The film of thickness D then joins the extra piece of the same material. Through second order in kt, the sample is equivalent to

a film of thickness L = D + at on a substrate of admittance n_s(1 − k²ΔM).

Three unknowns, D, t and ε_i, enter through two numbers, L and M. Let the true a lie between 0 and 1, so that M is positive, and assume a wrong interlayer permittivity whose fraction a′ also lies between 0 and 1. The same L and M result from

t′ = t √{a(1 − a)/[a′(1 − a′)]},
D′ = D + at − a′t′.

This is a wrong two-layer model built to agree with the true sample through second order. If a′ lies outside the interval from 0 to 1, a′(1 − a′) is negative and M cannot be matched. If a′ approaches either end, t′ grows without limit and the expansion fails.

The order counting was tested by halving t from 0.10 to 0.05 nm. The reflectance error fell as t to the power 2.00 for a single film of thickness L, and as the power 3.00 for both the equivalent stack and the wrong two-layer model.

**The sample behind the data**

The data in the argument are simulated, so the sample can be disclosed. The interlayer has index 2.5, not 2.0; the film is 500 nm thick and the interlayer 5 nm. These are round model parameters, and the ambient index is 1. Then ε_s = 12.25, ε_f = 2.25 and Δ = 10, so

a = (12.25 − 6.25)/10 = 0.600,  a′ = (12.25 − 4.00)/10 = 0.825,
L = 500 + 0.600 × 5 = 503.0 nm,  M = 0.600 × 0.400 × 25 = 6.00 nm².

The construction predicts

t′ = √(6.00/0.1444) = 6.45 nm,
D′ = 503.0 − 0.825 × 6.447 = 497.68 nm.

A nonlinear fit to noise-free data, using the full layer solution rather than the expansion, gives 6.454 nm and 497.659 nm. The largest value of k n_s t′ is about 0.35, so the expansion alone would not guarantee such close agreement; the fit establishes it.

At the true thicknesses, the wrong index produces a squared misfit of 2624. With no parameter fitted, the expected chi-squared per point would be 1 + 2624/201 = 14.1, and the error would be obvious. After the two thicknesses adjust, λ = 0.068 remains. The expected reduced chi-squared is

1 + 0.068/199 = 1.0003,

against a standard deviation of 0.10. The price is a film thickness wrong by −2.34 nm, or 28.9 of the quoted standard deviations of 0.081 nm.

The correlation of the thicknesses shows where the error went. Through second order, a change of D′ acts on L alone. A change of t′ acts on L with weight a′, and on M with weight 2a′(1 − a′)t′. The data fix L tightly, so an increase of t′ must be paid for by a decrease of D′. The correlation coefficient is −0.96. Holding t′ fixed would reduce the quoted standard deviation of D′ from 0.081 to 0.023 nm. The fitted L is 497.659 + 0.825 × 6.454 = 502.98 nm, close to the true 503.00 nm. With the film and substrate indices known, the experiment measures L well; the wrong interlayer index spoils its division into film and interlayer.

A smaller error tests the linear rule for the bias. For an assumed index of 2.49, the linear formula gives shifts of −0.0317 nm in D and +0.0107 nm in t, and the nonlinear fit agrees within 0.0001 nm. The total squared misfit is 1.2281, and the fit leaves 0.00002 visible. The absorbed part evaluated with the shifts of the nonlinear fit exceeds the total by about 0.00005, because the split of |δ|² is exact only for the linear shift b. With the linear b, the difference between total and absorbed misfit is again 0.00002.

**What repeated experiments show**

In 400 simulated data sets, the mean reduced chi-squared was 0.996 for both the wrong and the true model. A test at the 5% level rejected the wrong model in 5.0% of the sets, as the noncentral distribution predicts. The wrong model had the lower chi-squared in 43% of them. In the first set, the one quoted in the argument, the values were 0.8746 for the wrong model and 0.8748 for the true one. Choosing the smaller would have chosen wrongly.

Repeatability gives no warning either. The fitted film thickness scattered by 0.078 nm, in agreement with the quoted 0.081 nm, but about the wrong centre. The nominal 95% interval contained the true thickness in none of the 400 sets. With the correct index it did so in 95% of them.

The argument is right that chi-squared rejects the model without an interlayer. That model can match L, and its noise-free fit indeed gives 503.02 nm, but it has M = 0 and no parameter to replace it. Its λ is 1228, and the predicted reduced chi-squared is 1 + 1228/200 = 7.14. The simulated mean over 200 sets was 7.18, and every set was rejected. This shows that, with the film and substrate indices fixed at the stated constant values, the data require a nonzero M. It does not show which interlayer supplies it, nor even that an interlayer does. By the equivalence above, a single film of thickness L on a substrate of index n_s(1 − k²ΔM), which is lower than 3.5 by 0.052 at 400 nm and by 0.013 at 800 nm, gives the same reflectance through second order. Real semiconductor substrates such as silicon absorb, and their index changes far more than this over the range, so an error of this shape and of order one per cent in the assumed dispersion could imitate or hide such an interlayer.

**When chi-squared would notice**

For fixed wavelengths and uniform noise, θ* does not depend on s, while λ varies as 1/s². An increase of χ²_min by one standard deviation requires λ ≈ √(2 × 199) = 20. The noise would have to fall by a factor

√(20/0.068) ≈ 17,

to about 0.00006. The bias would still be −2.34 nm, but the quoted standard deviation would have shrunk by the same factor, so the bias would then be nearly 500 standard deviations. Better data make the reported interval worse in this sense long before chi-squared objects.

The opposite limit also matters. If s is overstated, reduced chi-squared falls as 1/s². A noise estimate too large by √7.14 ≈ 2.7 would bring even the one-layer model to about one. If s is obtained from the residuals of the same fit, by setting s² equal to their sum of squares divided by ν, reduced chi-squared equals one by construction and tests nothing. The analysis above needs a noise level known independently.

**What the measurement does support**

The assumed index should enter the uncertainty. Noise-free fits with other assumed values give:

index 1.8: D′ = 495.56 nm, λ = 0.20
index 2.0: D′ = 497.66 nm, λ = 0.07
index 2.5: D′ = 500.00 nm, λ = 0
index 3.0: D′ = 501.32 nm, λ = 0.07

The film thickness ranges over almost 6 nm with no visible change in fit quality. If the index is freed, the local standard deviation of D at the true parameters is 7.0 nm, compared with 0.049 nm when the correct index is known. The larger figure comes from a linearization and covers a range over which the model is curved. It shows that D is poorly determined when the interlayer index is unknown, but it is not the half-width of a symmetric interval. Because D = L − at, with a between 0 and 1, the film cannot be much thicker than L = 503 nm. On the thin side there is no such nearby limit: the fit with index 1.8 is already 4.4 nm below the true thickness, with almost no visible misfit.

Repeating the measurement under a liquid looks like an independent check, but at this order it is not one. If the liquid leaves the layers unchanged, the surface admittance Y is the same function of k as before, and the two models agree in Y through second order. For an ambient index of 1.33 and the thicknesses already fitted in air, the squared misfit is 0.008 at the same noise level.

An independent film thickness does break the degeneracy. Let its standard uncertainty be u = 0.5 nm and, for the expected effect, let its value be the true one. Write b_D for the bias of D′, σ_D for its quoted standard deviation, and x for a further shift of D′ away from the optical fit. The added chi-squared, with t′ readjusted for each x, is

x²/σ_D² + (x + b_D)²/u².

Setting the derivative to zero gives x = −b_Dσ_D²/(u² + σ_D²), and therefore x + b_D = b_Du²/(u² + σ_D²). Substitution gives

b_D²(σ_D² + u²)/(u² + σ_D²)² = b_D²/(u² + σ_D²) = 2.341²/(0.5² + 0.081²) = 21.4.

The two thicknesses disagree by √21.4 = 4.6 standard deviations. Yet the expected reduced chi-squared of the combined fit is only 1.11, about one standard deviation above one. The discrepancy is plain when that single comparison is examined, and nearly lost when it is averaged with 201 reflectances.

**Recommendation**

The claim that the two-layer model is correct should be withdrawn. With the film and substrate indices taken as known, the fit supports a narrower statement: at this noise level the reflectances are compatible with an interlayer of index 2.0, and they determine L well. The thickness of 497.62 nm with a standard deviation of 0.08 nm may be reported as conditional on all three indices. A thickness that does not depend on the assumed interlayer index needs either an uncertainty that includes this index or an independent measurement of the index or of the film thickness. The numerical output below gives the values used here.

Computed results

```
indices: film 1.5, interlayer 2.5, substrate 3.5
wrong assumed interlayer index: 2.0
true film, interlayer thickness: 500.0, 5.0 nm
data: 201 points, 400 to 800 nm
reflectance noise (absolute): 0.001
reflectance range: 0.0448 to 0.3070
a true, a wrong: 0.6000, 0.8250
L = 503.000 nm, M = 6.000 nm^2
error order in t: one layer, effective, wrong two-layer: [2.    2.998 3.   ]
constructed D', t': 497.682, 6.447 nm
noise-free fit D', t': 497.659, 6.454 nm
squared misfit at true thicknesses: 2624.1
squared misfit after fit, lambda: 0.0682
expected reduced chi2, wrong model: 1.00034
quoted sigma D', t': 0.0810, 0.0927 nm
sigma D' with t' held fixed: 0.0229 nm
correlation of D' and t': -0.9591
bias of D': -2.341 nm = -28.9 sigma
small error, index 2.49: bias D, t linear (nm): [-0.03172  0.0107 ]
  same from nonlinear fit (nm): [-0.03171  0.01069]
  total, absorbed, visible: 1.22808, 1.22813, 2.04e-05
first data set, wrong: D' 497.619, t' 6.524 nm
  reduced chi2 wrong, true: 0.8746, 0.8748
simulated data sets: 400 (one-layer: 200)
mean reduced chi2 wrong, true: 0.9962, 0.9957
spread of reduced chi2: simulated 0.1006, formula 0.1003
scatter of D', wrong model: 0.0779 nm
5% test rejects wrong: simulated 0.0500, theory 0.0504
wrong model has lower chi2 than true: 0.4275 of sets
95% interval holds true D: wrong 0.0000, true 0.9525
one-layer fit: D 503.016 nm, lambda 1227.7
  reduced chi2: simulated 7.182, formula 7.138; rejected 1.000
assumed index: fitted D', t' (nm), constructed D' (nm), lambda
  1.8: 495.559, 8.226, 495.610, 0.1995
  2.0: 497.659, 6.454, 497.682, 0.0682
  2.5: 500.000, 5.000, 500.000, 0.0000
  3.0: 501.315, 5.237, 501.300, 0.0697
liquid ambient 1.33, same thicknesses, misfit: 0.0082
sigma D true model, index known: 0.0492 nm
sigma D, index free (local): 6.984 nm
external thickness uncertainty: 0.5 nm
  chi2 added: fit 21.363, formula 21.368
  discrepancy: 4.62 standard deviations
  expected reduced chi2 with it: 1.1072
```
